**Hole exponent and vacancy charge in a metal-deficient monoxide**

For a pure, dilute, ideal oxide, the local exponent $n=d\ln p/d\ln P$ equals $1/(4+2f_2)$, where $p$ is the hole concentration, $P$ the oxygen pressure and $f_2$ the share of hole charge balanced by doubly charged metal vacancies. The program computes grand-canonical defect populations, finds the Fermi level from charge neutrality and locates the pressure at which the finite-difference slope is $1/5$. It asserts that each vacancy charge state then balances half of the hole charge, and that the charged-vacancy exponent is $7/30$. Further assertions cover the drift of the exponent, the Fermi-level position, fixed dopants and the Debye-Hückel screening energy. The output shows $f_2$ falling from 0.707 to 0.276 between 0.01 and 100 Torr, although the computed hole concentration departs from a fitted power law by at most 2.84% of the fitted value at the sampled pressures. With the leading Coulomb correction, the same exponent of $1/5$ corresponds to $f_2=0.769$ in the worked example, so the equal division depends on ideal behaviour.

## Verification by program

```python
"""Hole exponent and vacancy charge in a metal-deficient monoxide.
Result under test: n = d ln p / d ln P = 1/(4 + 2 f2), hence n = 1/5 means
f1 = f2 = 1/2, where p = holes per cation site, P = oxygen pressure,
f1 = [V']/p and f2 = 2[V'']/p are the shares of hole charge balanced by
singly and doubly charged metal vacancies (pure, dilute, ideal oxide).
Independent road: grand-canonical occupations with a Fermi level found
from neutrality, and finite-difference slopes. Energies in eV, P in Torr.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

temperature = 1273.0
kT = const.k * temperature / const.e
gap = 4.0


def populations(lnP, E0, E1, E2, donor=0.0):
    """Return p, [V'], [V''], electrons, Fermi level, neutral vacancies."""
    root_P = np.exp(lnP / 2)

    def occupy(EF):
        w0 = root_P * np.exp(-E0 / kT)
        w1 = root_P * np.exp(-(E1 - EF) / kT)
        w2 = root_P * np.exp(-(E2 - 2 * EF) / kT)
        total = 1 + w0 + w1 + w2
        holes = 1 / (1 + np.exp(EF / kT))
        electrons = 1 / (1 + np.exp((gap - EF) / kT))
        return holes, w1 / total, w2 / total, electrons, EF, w0 / total

    def charge(EF):
        h, v1, v2, e, _, _ = occupy(EF)
        return h + donor - e - v1 - 2 * v2

    return occupy(brentq(charge, 0.0, gap, xtol=1e-14, rtol=1e-14))


def slope(lnP, energies, donor=0.0, pick=lambda s: s[0], h=0.01):
    up = pick(populations(lnP + h, *energies, donor))
    down = pick(populations(lnP - h, *energies, donor))
    return np.log(up / down) / (2 * h)


def find_fifth(energies, donor, low, high):
    return brentq(lambda x: slope(x, energies, donor) - 0.2, low, high)


# Generic oxide, with neutral vacancies present
generic = (1.3, 2.4, 3.7)
for x in (-10.0, -5.0, 0.0, 5.0):
    h, v1, v2, *_ = populations(x, *generic)
    assert abs(slope(x, generic) - 1 / (4 + 4 * v2 / h)) < 2e-4
x5 = find_fifth(generic, 0.0, -12.0, 10.0)
h, v1, v2, _, EF, v0 = populations(x5, *generic)
test_f1, test_f2 = v1 / h, 2 * v2 / h
assert abs(test_f1 - 0.5) < 1e-3 and abs(test_f2 - 0.5) < 1e-3
assert v0 > 0.1 * v1  # neutral vacancies are not rare in this test
assert abs(EF - (generic[2] - generic[1]) + kT * np.log(2)) < 1e-3
vac_slope = slope(x5, generic, pick=lambda s: s[1] + s[2])
assert abs(vac_slope - 7 / 30) < 2e-4
assert abs(slope(x5, generic, pick=lambda s: s[1]) - 0.3) < 2e-4
assert abs(slope(x5, generic, pick=lambda s: s[2]) - 0.1) < 2e-4
drift = (slope(x5 + 0.1, generic) - slope(x5 - 0.1, generic)) / 0.2
assert abs(drift - 2 * 0.2**3 * 0.5 * 0.5) < 5e-5

# Fixed donors (positive) or acceptors (negative)
for dope in (5e-7, -5e-7):
    x = find_fifth(generic, dope, -5.0, 10.0)
    h, v1, v2, *_ = populations(x, *generic, dope)
    assert abs(2 * v2 / h - (1 + 3 * dope / h) / 2) < 1e-3
    assert abs(v1 / h - (1 - dope / h) / 2) < 1e-3
only_double = (9.0, 9.0, 3.7)
x = find_fifth(only_double, 1e-5, -8.0, 8.0)
mimic_donor = 1e-5 / populations(x, *only_double, 1e-5)[0]
only_single = (9.0, 2.4, 12.0)
x = find_fifth(only_single, -1e-5, -5.0, 8.0)
mimic_acceptor = 1e-5 / populations(x, *only_single, -1e-5)[0]
assert abs(mimic_donor - 1) < 2e-3
assert abs(mimic_acceptor - 1 / 3) < 2e-3

# Worked example: rough nickel-oxide regime, 1 Torr as reference pressure
cell_nm, permittivity, hole_site = 0.418, 12.0, 2e-5
n_obs = 0.2
f2 = 1 / (2 * n_obs) - 2
f1 = 1 - f2
site_density = 4 / (cell_nm * 1e-7) ** 3
V1, V2 = f1 * hole_site, f2 * hole_site / 2
K1, K2 = V1 * hole_site, V2 * hole_site**2
Ka = K2 / K1
example = (9.0, -kT * np.log(K1), -kT * np.log(K2))
state = populations(0.0, *example)
blocking_error = abs(state[0] / hole_site - 1)
assert blocking_error < 1e-4
assert abs(slope(0.0, example) - n_obs) < 2e-4
pressures = np.logspace(-2, 2, 41)
holes = np.array([populations(np.log(P), *example)[0] for P in pressures])
fit = np.polyfit(np.log(pressures), np.log(holes), 1)
fit_error = np.max(np.abs(holes / np.exp(np.polyval(fit, np.log(pressures))) - 1))
assert fit_error < 0.05

# Debye-Hueckel interaction between holes and charged vacancies
eps = permittivity * const.epsilon_0
kT_J = const.k * temperature
bjerrum = const.e**2 / (4 * np.pi * eps * kT_J)


def debye_length(charge_sum):
    density = charge_sum * site_density * 1e6
    return np.sqrt(eps * kT_J / (const.e**2 * density))


def ln_gamma(charge_sum):
    return -bjerrum / (2 * debye_length(charge_sum))


charge_sum0 = hole_site + V1 + 4 * V2
lam = debye_length(charge_sum0)
# Potential of the screening cloud at its ion, r measured in units of lam
cloud = quad(lambda r: r**2 * (np.exp(-r) / r) / r, 0, np.inf)[0]
half_energy = -0.5 * const.e**2 * cloud / (4 * np.pi * eps * lam)
assert abs(half_energy / kT_J - ln_gamma(charge_sum0)) < 1e-8


def interacting_slope(share2, scale=1.0, h=0.02):
    """Hole exponent at 1 Torr; scale multiplies ln(gamma)."""
    a1, a2 = (1 - share2) * hole_site, share2 * hole_site / 2
    g0 = scale * ln_gamma(hole_site + a1 + 4 * a2)
    c1 = a1 * hole_site * np.exp(2 * g0)
    c2 = a2 * hole_site**2 * np.exp(6 * g0)

    def solve(lnP):
        g, s = g0, np.exp(lnP / 2)
        for _ in range(60):
            k1, k2 = c1 * s * np.exp(-2 * g), c2 * s * np.exp(-6 * g)
            p = brentq(lambda y: y - k1 / y - 2 * k2 / y**2,
                       1e-7, 1e-2, xtol=1e-18, rtol=1e-13)
            g = scale * ln_gamma(p + k1 / p + 4 * k2 / p**2)
        return p

    return np.log(solve(h) / solve(-h)) / (2 * h)


assert abs(interacting_slope(0.5, scale=0.0) - 0.2) < 1e-5
n_interacting = interacting_slope(0.5)
f2_interacting = brentq(lambda y: interacting_slope(y) - 0.2, 0.01, 0.999)
assert n_interacting > 0.2 and f2_interacting > 0.5

# One ppm of singly charged donors
d_ppm = 1e-6 / hole_site
u2, u1 = (1 + 3 * d_ppm) / 2, (1 - d_ppm) / 2

print("GENERIC TEST, slope 1/5 located numerically")
print(f"share of V' = {test_f1:.4f}, share of V'' = {test_f2:.4f}")
print(f"exponent of charged vacancies = {vac_slope:.4f}")
print(f"drift dn/dlnP = {drift:.5f}; per decade = {drift*np.log(10):.4f}")
print(f"V'' only, donors/holes giving 1/5 = {mimic_donor:.3f}")
print(f"V' only, acceptors/holes giving 1/5 = {mimic_acceptor:.3f}")
print("WORKED EXAMPLE (rough parameters)")
print(f"T = {temperature:.0f} K, kT = {kT:.4f} eV, P = 1 Torr")
print(f"cell edge = {cell_nm} nm, rel. permittivity = {permittivity}")
print(f"gap = {gap} eV, holes per cation site = {hole_site:.1e}")
print(f"cation sites = {site_density:.3e} cm^-3")
print(f"holes = {hole_site*site_density:.3e} cm^-3")
print(f"V' = {V1*site_density:.3e} cm^-3")
print(f"V'' = {V2*site_density:.3e} cm^-3")
print(f"inferred f1 = {f1:.3f}, f2 = {f2:.3f}, V'/V'' = {V1/V2:.3f}")
print(f"K1 = {K1:.3e} Torr^-1/2, K2 = {K2:.3e} Torr^-1/2 (site fractions)")
print(f"Ka = {Ka:.3e} per site, -kT ln Ka = {-kT*np.log(Ka):.3f} eV")
print(f"Fermi level above hole level = {state[4]:.3f} eV")
print(f"kT ln 2 = {kT*np.log(2):.4f} eV")
print("P (Torr), holes (cm^-3), local exponent, f1, f2")
for P in (0.01, 0.1, 1.0, 10.0, 100.0):
    s = populations(np.log(P), *example)
    print(f"{P:7.2f} {s[0]*site_density:.3e} "
          f"{slope(np.log(P), example):.4f} {s[1]/s[0]:.3f} {2*s[2]/s[0]:.3f}")
print(f"line fitted over 4 decades: exponent = {fit[0]:.4f}")
print(f"largest departure from that line = {100*fit_error:.2f} %")
for n in (0.19, 0.21):
    print(f"exponent {n:.2f} would give f2 = {1/(2*n)-2:.3f}")
print(f"f2 = 0.6 would give exponent {1/(4+2*0.6):.4f}")
print("NEGLECTED EFFECTS")
print(f"electrons/holes = {state[3]/state[0]:.2e}")
print(f"relative hole change, blocking and electrons = {blocking_error:.1e}")
print(f"1 ppm donors: D/p = {d_ppm:.3f}, V'/p = {u1:.3f}, 2V''/p = {u2:.3f}")
print(f"1 ppm donors: V'' share of vacancy charge = {u2/(u1+u2):.3f}")
print(f"Bjerrum length = {bjerrum*1e9:.3f} nm, Debye length = {lam*1e9:.3f} nm")
print(f"ln(gamma), unit charge = {ln_gamma(charge_sum0):.4f}")
print(f"exponent at f2 = 0.5 with interactions = {n_interacting:.4f}")
print(f"exponent 0.2 with interactions: f1 = {1-f2_interacting:.3f}, "
      f"f2 = {f2_interacting:.3f}")
print("all assertions hold")
```

It prints:

```
GENERIC TEST, slope 1/5 located numerically
share of V' = 0.5000, share of V'' = 0.5000
exponent of charged vacancies = 0.2333
drift dn/dlnP = 0.00400; per decade = 0.0092
V'' only, donors/holes giving 1/5 = 1.000
V' only, acceptors/holes giving 1/5 = 0.333
WORKED EXAMPLE (rough parameters)
T = 1273 K, kT = 0.1097 eV, P = 1 Torr
cell edge = 0.418 nm, rel. permittivity = 12.0
gap = 4.0 eV, holes per cation site = 2.0e-05
cation sites = 5.477e+22 cm^-3
holes = 1.095e+18 cm^-3
V' = 5.477e+17 cm^-3
V'' = 2.738e+17 cm^-3
inferred f1 = 0.500, f2 = 0.500, V'/V'' = 2.000
K1 = 2.000e-10 Torr^-1/2, K2 = 2.000e-15 Torr^-1/2 (site fractions)
Ka = 1.000e-05 per site, -kT ln Ka = 1.263 eV
Fermi level above hole level = 1.187 eV
kT ln 2 = 0.0760 eV
P (Torr), holes (cm^-3), local exponent, f1, f2
   0.01 4.529e+17 0.1847 0.293 0.707
   0.10 6.981e+17 0.1915 0.389 0.611
   1.00 1.095e+18 0.2000 0.500 0.500
  10.00 1.755e+18 0.2097 0.616 0.384
 100.00 2.878e+18 0.2197 0.724 0.276
line fitted over 4 decades: exponent = 0.2005
largest departure from that line = 2.84 %
exponent 0.19 would give f2 = 0.632
exponent 0.21 would give f2 = 0.381
f2 = 0.6 would give exponent 0.1923
NEGLECTED EFFECTS
electrons/holes = 3.65e-07
relative hole change, blocking and electrons = 1.8e-05
1 ppm donors: D/p = 0.050, V'/p = 0.475, 2V''/p = 0.575
1 ppm donors: V'' share of vacancy charge = 0.548
Bjerrum length = 1.094 nm, Debye length = 5.154 nm
ln(gamma), unit charge = -0.1061
exponent at f2 = 0.5 with interactions = 0.2169
exponent 0.2 with interactions: f1 = 0.231, f2 = 0.769
all assertions hold
```
